# Thomas-Fermi Screening Radius of a Point Charge in Silicon

## Problem

A static point charge $Ze$ (with $e>0$) is placed in silicon. The valence electrons are treated as a gas of uniform density $n_0$ on a uniform neutralizing background, and their response to the charge as linear. At large distance the crystal is a dielectric with macroscopic electronic constant $\epsilon(0)>1$, which is given. Here the argument 0 means zero wavevector, not zero distance.

Suppose that the charge induced around $Ze$ ends at a finite radius $R$.

1. Estimate $R$ by scaling.
2. Derive the condition that fixes $R$, and solve it for silicon.
3. Find and plot the screening function $\bar\epsilon(r)$, defined through the potential $\phi(r)=Ze/[\bar\epsilon(r)\,r]$.
4. Compare the estimate with the solution, and judge how far the model can be trusted.

Use Gaussian units and the rough values $a=0.54$ nm for the cubic lattice constant, 32 valence electrons per cubic cell, and $\epsilon(0)=12$.

## First estimate by scaling

In a metal, a Thomas-Fermi gas screens a charge as $\phi=Ze\,e^{-qr}/r$, where $1/q$ is the screening length (both are derived below). In a dielectric the potential must instead end as $Ze/[\epsilon(0)r]$. The two forms are equal when $e^{-qr}=1/\epsilon(0)$, which suggests

$$qR\sim\ln\epsilon(0).$$

The wavenumber $q$ follows from the density:

$$n_0=\frac{32}{(0.54\ \text{nm})^3}=203\ \text{nm}^{-3},\qquad k_F=(3\pi^2n_0)^{1/3}=18.2\ \text{nm}^{-1}.$$

With the Bohr radius $a_0=\hbar^2/(me^2)=0.0529$ nm,

$$q=\sqrt{\frac{4k_F}{\pi a_0}}=20.9\ \text{nm}^{-1},\qquad \frac1q=0.048\ \text{nm}.$$

Since $\ln 12=2.48$, the estimate is $R\sim2.48\times0.048\ \text{nm}\approx0.12$ nm.

## Exact solution of the linear model

**Response of the gas.** An electron has potential energy $-e\phi$. In equilibrium the sum of local Fermi kinetic energy and potential energy is the same everywhere inside the screening sphere. At $r=R$ the density has returned to $n_0$, so the kinetic part there is $E_F=\hbar^2k_F^2/2m$. At any other $r<R$ it is $E_F+e[\phi(r)-\phi(R)]$, and

$$n(r)=\frac{1}{3\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\{E_F+e[\phi(r)-\phi(R)]\}^{3/2}.$$

To first order in the potential,

$$n-n_0=\frac{3n_0}{2E_F}\,e[\phi(r)-\phi(R)].$$

The induced charge density is $-e(n-n_0)$. For $0<r<R$, Poisson's equation $\nabla^2\phi=-4\pi\rho$ becomes

$$\nabla^2\phi=q^2[\phi-\phi(R)],\qquad q^2=\frac{6\pi n_0e^2}{E_F}.$$

Inserting $n_0=k_F^3/3\pi^2$ and $E_F$ gives

$$q^2=6\pi e^2\,\frac{k_F^3}{3\pi^2}\,\frac{2m}{\hbar^2k_F^2}=\frac{4me^2k_F}{\pi\hbar^2}=\frac{4k_F}{\pi a_0}.$$

**Inside the sphere.** Let $u(r)=r[\phi(r)-\phi(R)]$. For a spherical function $\nabla^2\phi=(r\phi)''/r$, and the term $r\phi(R)$ is linear in $r$, so $\nabla^2\phi=u''/r$. Therefore

$$u''=q^2u,\qquad u(0)=Ze,\qquad u(R)=0.$$

The first boundary value holds because $\phi\to Ze/r$ near the charge. The solution that vanishes at $R$ is

$$u=Ze\,\frac{\sinh[q(R-r)]}{\sinh(qR)}.$$

**Outside the sphere.** The model prescribes $\phi=Ze/[\epsilon(0)r]$ with no induced charge. This is an assumption: a metal would go on responding to the remaining field. The insulating character of the crystal enters here, and $\epsilon(0)$ is an input, not a prediction.

**Matching.** Continuity of $\phi$ gives $\phi(R)=Ze/[\epsilon(0)R]$. With no surface charge at $R$ the field is continuous too. From inside, because $u(R)=0$,

$$\phi'(R)=\frac{u'(R)}{R}-\frac{u(R)}{R^2}=-\frac{Ze\,q}{R\sinh(qR)}.$$

From outside, $\phi'(R)=-Ze/[\epsilon(0)R^2]$. Equating the two gives Resta's condition,

$$\boxed{\frac{\sinh(qR)}{qR}=\epsilon(0)}$$

The series $\sinh x/x=1+x^2/6+x^4/120+\dots$ has positive coefficients, so the left side rises steadily from 1 and there is one positive root for each $\epsilon(0)>1$.

**The root for silicon.** Write the condition as $x=\operatorname{arsinh}[\epsilon(0)x]$ with $x=qR$, and iterate from $x=4$:

$$4\to4.564\to4.696\to4.725\to4.731\to4.732.$$

The slope of the right side is close to $1/x\approx0.21$, so each step reduces the error about fivefold. The limit is $qR=4.73$, and

$$R=\frac{4.73}{20.9\ \text{nm}^{-1}}=0.226\ \text{nm}=4.3\,a_0.$$

Beyond this radius screening is complete in the sense that the potential has its full dielectric reduction by $\epsilon(0)$. The potential itself does not vanish.

## The screening function

For $r\le R$ the potential is $\phi=\phi(R)+u/r$. Multiply by $r/(Ze)$ and use $\sinh(qR)=\epsilon(0)qR$:

$$\frac{1}{\bar\epsilon(r)}=\frac{r}{\epsilon(0)R}+\frac{\sinh[q(R-r)]}{\epsilon(0)qR}.$$

Hence

$$\bar\epsilon(r)=\frac{\epsilon(0)\,qR}{\sinh[q(R-r)]+qr}\quad(r\le R),\qquad \bar\epsilon(r)=\epsilon(0)\quad(r\ge R).$$

At $r=0$ the denominator is $\sinh(qR)=\epsilon(0)qR$, so $\bar\epsilon=1$: the bare charge is seen at its own position. The derivative of the denominator is $q\{1-\cosh[q(R-r)]\}<0$ for $r<R$, so $\bar\epsilon$ rises steadily. The bar plot in the numerical output shows the curve.

As a sample point take $r=0.10$ nm. Then $qr=2.09$, $q(R-r)=2.64$ and $\sinh2.64=6.97$, so

$$\bar\epsilon=\frac{12\times4.73}{6.97+2.09}\approx6.3.$$

The energy of a test charge $e$ near a unit charge, with the test charge's own effect on the gas left out, is 2.3 eV at this distance. It would be 14.4 eV unscreened and 1.2 eV with the full $\epsilon(0)$.

**Approach to complete screening.** With $s=q(R-r)$ and $qr=qR-s$,

$$\frac{\epsilon(0)}{\bar\epsilon(r)}-1=\frac{\sinh s-s}{qR}\approx\frac{s^3}{6qR}\quad(s\ll1).$$

The left side is the excess of the potential relative to its fully screened value. Because it vanishes as a cube, the curve has no visible kink at $R$. The excess is 10% at 0.161 nm and 1% at 0.195 nm, so $R$ marks the end of a process that is nearly finished well before it.

**Charge and field.** By Gauss's law the charge within $r$ is $Q=-r^2\phi'=u-ru'$, or

$$\frac{Q(r)}{Ze}=\frac{\sinh s+qr\cosh s}{\sinh(qR)}.$$

It falls from 1 to $1/\epsilon(0)=0.083$ at $R$; the compensating charge lies on the distant surface of the crystal. At 0.10 nm it is 0.38, whereas $1/\bar\epsilon=0.16$. The field at $r$ depends on the charge within $r$, while the potential sums the field from $r$ outward, where screening is stronger. The function $\bar\epsilon(r)$ therefore reduces potentials, and must not be used to divide the bare field.

**The same result in wavevector space.** The induced density is $-q^2u/(4\pi r)$. Its Fourier transform, added to that of the point charge, gives

$$\frac1{\epsilon(k)}=1-\frac{q^2}{k\sinh(qR)}\,I,\qquad I=\int_0^R\sinh[q(R-r)]\sin(kr)\,dr.$$

Let $f=\sinh[q(R-r)]$ and $g=\sin kr$. Since $f''=q^2f$ and $g''=-k^2g$,

$$(q^2+k^2)I=\int_0^R(f''g-fg'')\,dr=\big[f'g-fg'\big]_0^R=k\sinh(qR)-q\sin(kR).$$

Inserting this, and once more $\sinh(qR)=\epsilon(0)qR$,

$$\epsilon(k)=\frac{k^2+q^2}{k^2+\dfrac{q^2}{\epsilon(0)}\dfrac{\sin kR}{kR}}.$$

For $k\to0$ this returns $\epsilon(0)$, as it must. At $k=q$ it has already dropped to 2.0.

## Comparison of estimate and solution

The estimate, 0.12 nm, is about half of the solution, 0.226 nm. The missing part can be identified. For large $x$, $\sinh x\approx e^x/2$, and the condition becomes

$$qR=\ln\epsilon(0)+\ln(2qR).$$

For silicon this reads $4.73=2.48+2.25$. The second logarithm grows more slowly than the first, but here it is nearly as large.

The estimate does mark a definite place on the curve. At $qr=\ln\epsilon(0)$ one has $s=\ln(2qR)=2.25$ and $\sinh s=4.68$, so the excess potential is $(4.68-2.25)/4.73\approx51\%$ of the fully screened value. For silicon, scaling thus finds where the short-range part and the dielectric tail are comparable; the boundary condition finds where the short-range part ends.

Two limits complete the comparison. For $\epsilon(0)\to\infty$, $R$ grows without bound; at fixed $r$, $\sinh[q(R-r)]/\sinh(qR)\to e^{-qr}$ and $\phi(R)\to0$, which is the metallic form used in the estimate. For $\epsilon(0)$ close to 1, the series gives $qR\approx\sqrt{6[\epsilon(0)-1]}$, whereas the estimate gives $\epsilon(0)-1$. There even the power is wrong.

## How far the number holds for silicon

The inputs are typical of silicon, and their uncertainty matters little: at fixed density, $\epsilon(0)=11$ or 13 gives $R=0.221$ or 0.231 nm. The approximations matter more.

*Linearity.* For $Z=1$ the energy shift $e[\phi(r)-\phi(R)]$ reaches $E_F=12.6$ eV at 0.045 nm, so linearization fails near the charge. Solving Poisson's equation with the full $3/2$ power gives $R=0.215$ nm for $Z=+1$ and 0.245 nm for $Z=-1$, which is 5% below and 8% above the linear value. The power law is convex: electrons accumulate more readily than the linear law says, and are depleted less readily. At 0.10 nm, $\bar\epsilon$ becomes 7.1 and 5.0 instead of 6.3.

*Wave nature.* The Thomas-Fermi law needs a potential that varies slowly over $1/k_F$, but $q/k_F=1.15$. Second-order perturbation theory for free electrons, summed over the Fermi sphere, multiplies the response at wavevector $k=2k_Fy$ by the Lindhard factor

$$F=\frac1{2y}\int_0^1t\ln\left|\frac{t+y}{t-y}\right|dt=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|.$$

At $k=q$, $F=0.88$. Reducing $q^2$ by this constant factor at fixed $qR$ would raise $R$ by 7%, to 0.24 nm. But $F$ varies with $k$, and $R$ depends on the response at all wavevectors, so the 7% is neither a bound on the error nor a guide to its sign.

*Exchange.* The gas above has only kinetic and electrostatic energy. Electrons of equal spin also avoid each other, which lowers the energy cost of raising the density. In the local approximation this adds the exchange potential $v_x=-(e^2/\pi)(3\pi^2n)^{1/3}$ to the equilibrium condition. To first order in $n-n_0$,

$$\left[\frac{2E_F}{3n_0}-\frac{e^2k_F}{3\pi n_0}\right](n-n_0)=e[\phi(r)-\phi(R)].$$

The equation for $\phi$ keeps its form, but $q^2$ is divided by

$$1-\frac{e^2k_F}{2\pi E_F}=1-\frac{1}{\pi k_Fa_0}=0.67.$$

The root $qR=4.73$ is unchanged, so $R$ falls by the factor $\sqrt{0.67}=0.82$, to about 0.185 nm. Correlation between the electrons is still left out.

*Atomic structure.* The nearest-neighbour distance is $\sqrt3a/4=0.234$ nm, so around a charge on a lattice site the screening sphere reaches almost to the next atom. Real silicon has directed bonds and polarizable cores on this scale, and the uniform gas has neither. A band-structure estimate for silicon (empirical pseudopotential, random-phase approximation, no local fields, $k$ along a cube axis) gives $\epsilon(k)\approx7.3$, 3.3 and 1.7 at $k=1/R$, $q/2$ and $q$, where the model gives 9.1, 4.5 and 2.0. At these wavevectors the model screens more strongly than that estimate. The resulting error in $R$ is not computed here.

*Free carriers.* In doped silicon the tail $Ze/[\epsilon(0)r]$ is itself cut off. For $n_c=10^{17}$ cm$^{-3}$ at 300 K the carriers are nondegenerate, and their Debye length $\sqrt{\epsilon(0)k_BT/(4\pi n_ce^2)}$ is 13 nm. This is far larger than $R$, so at this carrier density the two kinds of screening are well separated. The 13 nm is only a scale: a sphere of that radius holds about one carrier, and the tail energy $e^2/[\epsilon(0)r]$ exceeds $k_BT$ inside 4.6 nm, so linear Debye screening is marginal. Heavier doping shortens the carrier screening length and weakens the separation.

Exchange gives the largest of the shifts estimated here, 18%. Nonlinearity gives 5 to 8%, and the wave correction has no reliable estimate here. Exchange and nonlinearity add for $Z=+1$ and partly cancel for $Z=-1$: the full local equation with exchange gives $R=0.177$ and 0.207 nm. The uniform-gas model therefore gives a screening radius of about 0.2 nm, between about 3.3 and 4.6 Bohr radii depending on the approximation and the sign of the charge; how far atomic structure changes this in silicon is left open. The further digits of 0.226 nm belong to the model and not to silicon.

## Calculated quantities

```
input: lattice constant (rough) = 0.54 nm
input: valence electrons per cubic cell = 32
input: eps(0) (rough) = 12.0
e^2 = 1.4400 eV nm; hbar^2/m = 0.07620 eV nm^2
Bohr radius a0 = 0.05292 nm
valence density n0 = 203.2 nm^-3
Fermi wavenumber k_F = 18.19 nm^-1
Fermi energy E_F = 12.60 eV
screening wavenumber q = 20.92 nm^-1; 1/q = 0.0478 nm
iterates of x -> arsinh(eps(0) x): 4.0000 4.5645 4.6964 4.7249 4.7310 4.7323 4.7325
root qR = 4.7326
screening radius R = 0.2262 nm = 4.275 a0
R from numerical Poisson equation = 0.2262 nm
R for eps(0) = 11: 0.2209 nm
R for eps(0) = 13: 0.2311 nm
eps(0)/epsbar - 1 = 10% at r = 0.1606 nm
eps(0)/epsbar - 1 = 1% at r = 0.1950 nm
half of the screening charge lies within 0.0741 nm
enclosed charge at 0.10 nm = 0.3824 Z e
enclosed charge at R = 0.0833 Z e
eps(k) at k = q: 2.036; at k = 1/R: 9.102
r (nm) | epsbar(r) | e^2/(epsbar r) (eV) | bar: 3 marks per unit
0.00 |  1.000 | diverges | ***
0.02 |  1.503 |   47.908 | *****
0.04 |  2.234 |   16.116 | *******
0.06 |  3.259 |    7.365 | **********
0.08 |  4.616 |    3.900 | **************
0.10 |  6.263 |    2.299 | *******************
0.12 |  8.032 |    1.494 | ************************
0.14 |  9.654 |    1.065 | *****************************
0.16 | 10.879 |    0.827 | *********************************
0.18 | 11.612 |    0.689 | ***********************************
0.20 | 11.930 |    0.604 | ************************************
0.22 | 11.999 |    0.545 | ************************************
0.24 | 12.000 |    0.500 | ************************************
0.26 | 12.000 |    0.462 | ************************************
0.28 | 12.000 |    0.429 | ************************************
bare energy e^2/r at 0.10 nm = 14.40 eV
energy e^2/(eps(0) r) at 0.10 nm = 1.200 eV
linear theory: energy shift equals E_F at r = 0.0448 nm (Z=1)
nonlinear R, Z=+1: 0.2147 nm = 4.057 a0
nonlinear R, Z=-1: 0.2448 nm = 4.626 a0
nonlinear epsbar(0.10 nm): Z=+1 7.109, Z=-1 4.992
q/k_F = 1.150; Lindhard reduction at k = q: 0.881
R with q^2 reduced by that factor = 0.2410 nm
nearest-neighbour distance = 0.2338 nm
valence electrons inside R = 9.86
kT at 300 K = 0.02585 eV
Debye length at 1e17 cm^-3, 300 K = 13.1 nm
degeneracy density, free mass, 300 K = 2.51e+19 cm^-3
```
